# Spin Polarization from a Strong Delta Barrier between Free-Electron Ferromagnets, part 1

(Sections cited here and not found follow in the second part.)

## The delta barrier and its strong limit

Anyone who sets up a calculation of tunnel magnetoresistance must decide how much of the barrier to keep. An oxide film about one nanometre thick can be entered as a rectangular potential with a height and a width, or replaced by a delta function with a single strength. The delta function shortens every matching problem, and the strength can be adjusted until the conductance is right. The spin polarization cannot be adjusted in this way. Once the delta barrier is strong, its polarization depends on the electrodes alone, and it lacks a factor that a rectangular barrier supplies and that can reverse the sign. At normal incidence, whether the replacement is acceptable therefore depends on the size of that factor. In a wide junction it also depends on how strongly the real barrier selects the angles of incidence.

**Model and conventions.** The current flows along $x$, the barrier is at $x=0$, and the electrons arrive at normal incidence. Each ferromagnet is a free-electron metal with an exchange splitting: majority ("up") and minority ("down") electrons have the same mass $m$ but different band bottoms. If the Fermi energy lies $\varepsilon_\sigma$ above the band bottom of spin $\sigma$, then

$$k_\sigma=\frac{\sqrt{2m\varepsilon_\sigma}}{\hbar},\qquad k_\uparrow>k_\downarrow>0. \tag{1}$$

Both bands are thus occupied, and both wave numbers are real. Tunneling is elastic, the barrier does not act on spin, and the bias and temperature are low enough for all quantities to be taken at the Fermi energy. The barrier potential is $V(x)=\lambda\,\delta(x)$, where $\lambda>0$ is an energy times a length. It is convenient to use

$$\Lambda=\frac{2m\lambda}{\hbar^2}, \tag{2}$$

which has the dimension of a wave number and can be compared directly with $k_\sigma$.

**Matching at the barrier.** For one spin component the Schrödinger equation is

$$-\frac{\hbar^2}{2m}\psi''+\lambda\,\delta(x)\psi+U(x)\psi=E\psi, \tag{3}$$

where $U(x)$ is the band bottom, which may jump at $x=0$ but stays finite. The wave function is continuous: a jump in $\psi$ would put the derivative of a delta function into $\psi''$, and no other term could cancel it. Integrate (3) from $-\eta$ to $+\eta$. The terms with $U$ and $E$ are finite and contribute an amount proportional to $\eta$, which vanishes as $\eta\to0$. What remains, multiplied by $-2m/\hbar^2$ and rearranged, is

$$\psi'(0^+)-\psi'(0^-)=\Lambda\,\psi(0). \tag{4}$$

**One collinear channel.** Let the magnetizations be parallel or antiparallel, so that spin components do not mix. An electron has wave number $k_a$ on the left and $k_b$ on the right:

$$\psi=\begin{cases}e^{ik_ax}+r\,e^{-ik_ax},&x<0,\\ t\,e^{ik_bx},&x>0.\end{cases} \tag{5}$$

Continuity gives $1+r=t$. Condition (4) gives $ik_bt-ik_a(1-r)=\Lambda t$. Since $r=t-1$, we have $1-r=2-t$, and therefore

$$ik_bt+ik_at-2ik_a=\Lambda t .$$

Multiplication by $-i$ turns this into $(k_a+k_b)t-2k_a=-i\Lambda t$, so that

$$t=\frac{2k_a}{k_a+k_b+i\Lambda}. \tag{6}$$

The transmission probability is a ratio of fluxes. A wave of amplitude $A$ and wave number $k$ carries the flux $\hbar k|A|^2/m$, hence

$$T_{ab}=\frac{k_b}{k_a}|t|^2=\frac{4k_ak_b}{(k_a+k_b)^2+\Lambda^2}. \tag{7}$$

The reflected part follows from $r=t-1=(k_a-k_b-i\Lambda)/(k_a+k_b+i\Lambda)$. Its squared modulus is $[(k_a-k_b)^2+\Lambda^2]/[(k_a+k_b)^2+\Lambda^2]$. Adding $T_{ab}$ gives one, because $(k_a-k_b)^2+4k_ak_b=(k_a+k_b)^2$. Flux is conserved.

At small bias each spin channel contributes $(e^2/h)T$ to the conductance. Throughout, $G$ is the conductance of the single transverse mode at normal incidence.

**Polarization into a nonmagnetic metal.** The sign of a polarization shows when the second electrode treats both spins alike. Let that electrode have wave number $q$ for both spins, and define

$$P(\Lambda)=\frac{T_\uparrow-T_\downarrow}{T_\uparrow+T_\downarrow},\qquad T_\sigma=\frac{4k_\sigma q}{D_\sigma},\qquad D_\sigma=(k_\sigma+q)^2+\Lambda^2. \tag{8}$$

Multiply numerator and denominator by $D_\uparrow D_\downarrow/4q$. The two products that then appear are, with $B=q^2+\Lambda^2$,

$$k_\uparrow D_\downarrow=k_\uparrow k_\downarrow^2+2qk_\uparrow k_\downarrow+k_\uparrow B,\qquad
k_\downarrow D_\uparrow=k_\downarrow k_\uparrow^2+2qk_\uparrow k_\downarrow+k_\downarrow B. \tag{9}$$

In the difference the middle terms cancel, leaving $(k_\uparrow-k_\downarrow)(B-k_\uparrow k_\downarrow)$. In the sum they add. The result holds for any strength of the delta function:

$$P(\Lambda)=\frac{(k_\uparrow-k_\downarrow)(\Lambda^2+q^2-k_\uparrow k_\downarrow)}{(k_\uparrow+k_\downarrow)(\Lambda^2+q^2+k_\uparrow k_\downarrow)+4qk_\uparrow k_\downarrow}. \tag{10}$$

When $\Lambda$ is much larger than all wave numbers, the terms in $\Lambda^2$ dominate and

$$P(\Lambda)\to P=\frac{k_\uparrow-k_\downarrow}{k_\uparrow+k_\downarrow}. \tag{11}$$

The counter-electrode has dropped out. This $P$ is positive, vanishes when the exchange splitting vanishes, and tends to one as the minority band empties.

The condition on $\Lambda$ matters, because (10) has a sign change of its own at

$$\Lambda_0^2=k_\uparrow k_\downarrow-q^2, \tag{12}$$

provided the right side is positive. The reason is wave matching. At fixed $q$ and $\Lambda$, $T_\sigma$ is proportional to $k/[(k+q)^2+\Lambda^2]$. Setting the derivative with respect to $k$ to zero gives $(k+q)^2+\Lambda^2=2k(k+q)$, or $k^2=q^2+\Lambda^2$. The best transmitted wave number is thus $\sqrt{q^2+\Lambda^2}$. For a weak barrier it may lie near $k_\downarrow$, and minority electrons then pass more easily. A strong barrier moves it far above both $k_\downarrow$ and $k_\uparrow$, so that the larger wave number wins.

Take $k_\uparrow=10.868$, $k_\downarrow=4.286$ and $q=3.0\ \mathrm{nm^{-1}}$. The product $k_\uparrow k_\downarrow$ is $46.58\ \mathrm{nm^{-2}}$, and (12) gives $\Lambda_0=\sqrt{46.58-9.00}=6.13\ \mathrm{nm^{-1}}$. Numerical integration of the Schrödinger equation through a narrow Gaussian of the same area gives a polarization of $-0.120$ at half this strength and $+0.202$ at twice this strength. The limit (11) is $0.434$. For a counter-electrode with $q^2<k_\uparrow k_\downarrow$, here $q<6.8\ \mathrm{nm^{-1}}$, a delta barrier therefore has to exceed $\Lambda_0$ before the polarization turns positive. The value $q=3.0\ \mathrm{nm^{-1}}$ is chosen to show this. Ordinary metals such as copper or aluminium have larger $q$, and (10) is then positive at every strength, though it reaches (11) only for a strong barrier.

How strong it has to be follows from (10). Dividing by (11) and subtracting from one,

$$1-\frac{P(\Lambda)}{P}=\frac{2k_\uparrow k_\downarrow+\dfrac{4qk_\uparrow k_\downarrow}{k_\uparrow+k_\downarrow}}{\Lambda^2+q^2+k_\uparrow k_\downarrow+\dfrac{4qk_\uparrow k_\downarrow}{k_\uparrow+k_\downarrow}}
\simeq\frac{1}{\Lambda^2}\left(2k_\uparrow k_\downarrow+\frac{4qk_\uparrow k_\downarrow}{k_\uparrow+k_\downarrow}\right). \tag{13}$$

The last form keeps the leading order in $1/\Lambda^2$. For the same wave numbers and $\Lambda=300\ \mathrm{nm^{-1}}$ the bracket is $93.2+36.9=130.1\ \mathrm{nm^{-2}}$, and the relative deficit is $130.1/90000=1.445\times10^{-3}$. The integrated fluxes give $1.444\times10^{-3}$.

**Why the larger wave number wins.** By (6), a strong barrier leaves the small amplitude $|\psi(0)|=|t|\simeq2k_a/\Lambda$ at $x=0$. The incident and reflected waves nearly form a standing wave with a node there, and its slope is proportional to $k_a$; condition (4) converts this slope into an amplitude. Incident states, counted per unit energy and length, have the density $1/(2\pi\hbar v_a)$ with $v_a=\hbar k_a/m$. The density of left-incident states at the barrier is therefore

$$\rho_a(0)=\frac{m}{2\pi\hbar^2k_a}\,\frac{4k_a^2}{\Lambda^2}=\frac{2m}{\pi\hbar^2}\frac{k_a}{\Lambda^2}. \tag{14}$$

It is proportional to $k_a$. The bulk one-dimensional density of states is proportional to $dk/dE$, that is, to $1/k_a$, and its polarization is

$$\frac{1/k_\uparrow-1/k_\downarrow}{1/k_\uparrow+1/k_\downarrow}=\frac{k_\downarrow-k_\uparrow}{k_\downarrow+k_\uparrow}=-P. \tag{15}$$

At normal incidence, inserting the bulk one-dimensional density of states in place of the density at the barrier would give the right magnitude with the wrong sign.

**Two ferromagnets, collinear.** Let the electrodes be identical. In the parallel state majority electrons enter majority states and minority electrons enter minority states. In the antiparallel state each spin changes its role on crossing. For a strong barrier (7) reduces to $4k_ak_b/\Lambda^2$, and the sums over spin are

$$T_P=\frac{4(k_\uparrow^2+k_\downarrow^2)}{\Lambda^2},\qquad T_{AP}=\frac{8k_\uparrow k_\downarrow}{\Lambda^2}. \tag{16}$$

Their difference is $4(k_\uparrow-k_\downarrow)^2/\Lambda^2$ and their sum is $4(k_\uparrow+k_\downarrow)^2/\Lambda^2$, so that

$$\frac{G_P-G_{AP}}{G_P+G_{AP}}=P^2,\qquad \frac{G_P-G_{AP}}{G_{AP}}=\frac{2P^2}{1-P^2}. \tag{17}$$

The second relation follows from the first: $G_P$ and $G_{AP}$ are in the ratio $(1+P^2)/(1-P^2)$. With identical electrodes the sign of $P$ is invisible here, which is why (8) was needed.

**Any angle between the magnetizations.** Let unit vectors $\mathbf n_L$ and $\mathbf n_R$ give the majority-spin directions, with an angle $\theta$ between them. The wave number becomes a $2\times2$ matrix in spin space,

$$K=\bar k\,(1+P\,\mathbf n\cdot\boldsymbol\sigma),\qquad \bar k=\tfrac12(k_\uparrow+k_\downarrow), \tag{18}$$

where $\boldsymbol\sigma$ holds the Pauli matrices. Since $\mathbf n\cdot\boldsymbol\sigma$ has eigenvalues $\pm1$, $K$ has eigenvalues $\bar k(1\pm P)$, which are $k_\uparrow$ and $k_\downarrow$. For an incident spinor $\chi$ the solution is $e^{iK_Lx}\chi+e^{-iK_Lx}\mathsf r\chi$ on the left and $e^{iK_Rx}\mathsf t\chi$ on the right. The barrier does not act on spin, so (4) holds for each component. The steps that led to (6), with the order of the matrices preserved, now give

$$M\,\mathsf t=2K_L,\qquad M=K_L+K_R+i\Lambda. \tag{19}$$

The inverse of $M$ exists: if $Mv=0$ for a nonzero spinor $v$, the real part of $v^\dagger Mv$ would be zero, whereas $v^\dagger(K_L+K_R)v$ is positive.

A transmitted spinor $u$ carries the flux $(\hbar/m)u^\dagger K_Ru$, and an incident eigenstate of $K_L$ carries $\hbar k_\sigma/m$. Summing the ratio over the two incident spins gives $T=\mathrm{Tr}[\mathsf t^\dagger K_R\mathsf tK_L^{-1}]$. With $\mathsf t=2M^{-1}K_L$ and cyclic reordering,

$$T=4\,\mathrm{Tr}\!\left[K_RM^{-1}K_L(M^{-1})^\dagger\right]. \tag{20}$$

Write $S=K_L+K_R$. For large $\Lambda$, $M^{-1}=(-i/\Lambda)(1+iS/\Lambda+\dots)$, and its adjoint is $(i/\Lambda)(1-iS/\Lambda+\dots)$. The leading term of (20) is $4\,\mathrm{Tr}[K_RK_L]/\Lambda^2$. The next term is proportional to

$$\mathrm{Tr}[K_RSK_L]-\mathrm{Tr}[K_RK_LS]=\mathrm{Tr}[K_RK_RK_L]-\mathrm{Tr}[K_RK_LK_R]=0. \tag{21}$$

The parts of $S$ containing $K_L$ have cancelled identically, and the rest cancels because a trace is unchanged by cyclic reordering. The relative error is therefore of order $(k/\Lambda)^2$. Using $\mathrm{Tr}\,\sigma_i=0$ and $\mathrm{Tr}\,\sigma_i\sigma_j=2\delta_{ij}$ in the leading term,

$$T(\theta)=\frac{8\bar k^2}{\Lambda^2}(1+P^2\cos\theta)=\frac{2(k_\uparrow+k_\downarrow)^2}{\Lambda^2}(1+P^2\cos\theta). \tag{22}$$

At $\theta=0$ and $\theta=\pi$ this returns (16). For unlike electrodes the same trace gives $\bar k_L\bar k_R(1+P_LP_R\cos\theta)$ in place of $\bar k^2(1+P^2\cos\theta)$, so each electrode enters with its own polarization (11). The order of the error can be checked with (20): at $\theta=1$ rad, doubling $\Lambda$ from $1000$ to $2000\ \mathrm{nm^{-1}}$ reduces the relative error of (22) by a factor of $3.999$, where an error quadratic in $1/\Lambda$ requires $4$.

## Finite barriers and a worked junction

The wave numbers at the Fermi energy are $k_\uparrow$ and $k_\downarrow$, and $\Lambda=2m\lambda/\hbar^2$ measures the strength of the barrier $\lambda\delta(x)$. At normal incidence the delta barrier transmits a collinear channel with probability $T_{ab}=4k_ak_b/[(k_a+k_b)^2+\Lambda^2]$, equation (7). If $\Lambda$ is much larger than all wave numbers, the polarization is $P=(k_\uparrow-k_\downarrow)/(k_\uparrow+k_\downarrow)$, equation (11), and the conductance of identical electrodes varies as $1+P^2\cos\theta$, equation (22). What these results leave out becomes visible when the barrier is given a height and a width.

**Rectangular barrier.** Let the potential stand at a height $\Phi$ above the Fermi energy for $0<x<d$, equally for both spins, and let the mass be $m$ everywhere. Inside the barrier $\psi''=\kappa^2\psi$, with

$$\kappa=\frac{\sqrt{2m\Phi}}{\hbar}. \tag{23}$$

Let $\tau$ be the value of the transmitted wave at $x=d$, where its slope is $ik_b\tau$. The solution inside that has this value and slope is

$$\psi(x)=\tau\left[\cosh\kappa(d-x)-\frac{ik_b}{\kappa}\sinh\kappa(d-x)\right]. \tag{24}$$

Write $C=\cosh\kappa d$ and $S_d=\sinh\kappa d$. At $x=0$,

$$\psi(0)=\tau\left(C-\frac{ik_b}{\kappa}S_d\right),\qquad \psi'(0)=\tau\left(-\kappa S_d+ik_bC\right). \tag{25}$$

On the left $\psi(0)=1+r$ and $\psi'(0)=ik_a(1-r)$, so that $r$ drops out of the combination $k_a\psi(0)-i\psi'(0)=2k_a$. Inserting (25),

$$2k_a=\tau\left[(k_a+k_b)C+\frac{i}{\kappa}(\kappa^2-k_ak_b)S_d\right]. \tag{26}$$

The transmission probability is $k_b|\tau|^2/k_a$. In the squared modulus of the bracket replace $C^2$ by $1+S_d^2$. The coefficient of $S_d^2/\kappa^2$ becomes

$$\kappa^2(k_a+k_b)^2+(\kappa^2-k_ak_b)^2=(\kappa^2+k_a^2)(\kappa^2+k_b^2), \tag{27}$$

because the terms $\pm2\kappa^2k_ak_b$ cancel. Hence

$$T_{ab}=\frac{4k_ak_b}{(k_a+k_b)^2+(\kappa^2+k_a^2)(\kappa^2+k_b^2)\,S_d^2/\kappa^2}. \tag{28}$$

At normal incidence, the polarization of a strong delta barrier depends on the electrodes alone, and equation (28) now gives the exact transmission of a rectangular barrier. It remains to extract from (28) the factor that the delta limit removes, and to see how much finite height and oblique incidence matter in a worked junction.
